# From Island-Density Slope to Adatom Diffusion Barrier in Irreversible Nucleation: a numerical check

```python
"""
Result under test: for irreversible two-dimensional nucleation the slope of
ln(N) against 1/(kB*T), at fixed flux and coverage, is one third of the adatom
diffusion barrier, so a slope of 0.2 eV implies a barrier of 0.6 eV.

Symbols: N = islands per site, n = adatoms per site, F = flux per site,
D = diffusion coefficient in lattice units (equal to the hop rate per
direction), ratio = D/F, coverage = F*time. An adatom captures adatoms with
capture number SIGMA_ADATOM, an island with SIGMA_ISLAND.
The full rate equations are integrated numerically and compared with
N**3 = 3*SIGMA_ADATOM*coverage/(SIGMA_ISLAND**2*ratio).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.special import k0e, k1e

KB = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]

GIVEN_SLOPE = 0.2        # eV
PREFACTOR = 1.0e13       # 1/s, per hop direction
FLUX = 0.01              # monolayers per second
COVERAGE = 0.1           # monolayers
SIGMA_ADATOM = 3.0
SIGMA_ISLAND = 7.0
TEMPERATURES = np.array([350.0, 375.0, 400.0, 425.0, 450.0])


def disc_capture(radius, inverse_length):
    """Capture number of a disc in a screened diffusion field."""
    x = radius * inverse_length
    return 2 * np.pi * x * k1e(x) / k0e(x)


def self_consistent_capture(n, islands, atoms_in_islands):
    """Capture numbers whose screening length agrees with themselves."""
    n = max(n, 0.0)
    islands = max(islands, 1e-30)
    mean_size = max(atoms_in_islands / islands, 0.0)
    radius = max(1.0, np.sqrt(mean_size / np.pi))
    inverse_square = 1e-4
    for _ in range(60):
        q = np.sqrt(inverse_square)
        s_adatom = disc_capture(1.0, q)
        s_island = disc_capture(radius, q)
        updated = max(2 * s_adatom * n + s_island * islands, 1e-16)
        converged = abs(updated - inverse_square) < 1e-13 * updated
        inverse_square = updated
        if converged:
            break
    return s_adatom, s_island


def grow(ratio, self_consistent=False):
    """Integrate the full rate equations; return n and N at COVERAGE."""
    def rates(theta, y):
        n, islands, atoms = y
        if self_consistent:
            s_adatom, s_island = self_consistent_capture(n, islands, atoms)
        else:
            s_adatom, s_island = SIGMA_ADATOM, SIGMA_ISLAND
        nucleation = s_adatom * ratio * n * n
        attachment = s_island * ratio * n * islands
        return [1 - 2 * nucleation - attachment, nucleation,
                2 * nucleation + attachment]

    start = 1e-3 / np.sqrt(ratio)
    first = SIGMA_ADATOM * ratio * start**3 / 3
    run = solve_ivp(rates, (start, COVERAGE),
                    [start - 2 * first, first, 2 * first],
                    method="LSODA", rtol=1e-8, atol=1e-20)
    assert run.success, run.message
    return run.y[0, -1], run.y[1, -1]


def closed_form(ratio):
    return (3 * SIGMA_ADATOM * COVERAGE / (SIGMA_ISLAND**2 * ratio))**(1 / 3)


# Hopping on one lattice axis, from the master equation: <x^2> = 2*D*t
# with D equal to the hop rate per direction.
sites = 81
hop_rate, duration = 1.3, 4.0
generator = hop_rate * (np.eye(sites, k=1) + np.eye(sites, k=-1))
generator -= np.diag(generator.sum(axis=0))
probability = expm(generator * duration)[:, sites // 2]
positions = np.arange(sites) - sites // 2
walk_diffusion = (probability @ positions**2) / (2 * duration)
assert abs(walk_diffusion / hop_rate - 1) < 1e-8

# Put the inferred barrier into the full rate equations.
barrier = 3 * GIVEN_SLOPE
ratios = PREFACTOR * np.exp(-barrier / (KB * TEMPERATURES)) / FLUX
results = np.array([grow(r) for r in ratios])
adatoms, islands = results.T
formula = closed_form(ratios)
beta = 1 / (KB * TEMPERATURES)
fitted_slope = np.polyfit(beta, np.log(islands), 1)[0]

# Finite D/F leaves corrections of a few per cent, shrinking as D/F grows.
assert np.all(np.abs(islands / formula - 1) < 0.05)
steady_adatoms = 1 / (SIGMA_ISLAND * ratios * islands)
assert np.all(np.abs(adatoms / steady_adatoms - 1) < 0.03)
assert abs(fitted_slope / GIVEN_SLOPE - 1) < 0.03

# The same data on a log10(N) against 1/T plot.
decadic_slope = np.polyfit(1 / TEMPERATURES, np.log10(islands), 1)[0]
expected_decadic = GIVEN_SLOPE / (KB * np.log(10))
assert abs(decadic_slope / expected_decadic - 1) < 0.03

# Flux series at 400 K: ten times the flux.
ratio_400 = ratios[2]
high_flux_islands = grow(ratio_400 / 10)[1]
flux_exponent = np.log10(high_flux_islands / islands[2])
assert abs(3 * flux_exponent - 1) < 0.03

# Very large D/F: exponent and prefactor of the closed form.
large_a, large_b = 1e10, 1e12
dense_a, dense_b = grow(large_a)[1], grow(large_b)[1]
limit_exponent = -np.log(dense_b / dense_a) / np.log(large_b / large_a)
assert abs(3 * limit_exponent - 1) < 0.005
assert abs(dense_b / closed_form(large_b) - 1) < 0.005

# Capture numbers from the diffusion field instead of constants; their slow
# (logarithmic) variation allows a shift of the slope of order ten per cent.
islands_sc = np.array([grow(r, True)[1] for r in ratios])
slope_sc = np.polyfit(beta, np.log(islands_sc), 1)[0]
assert abs(slope_sc / GIVEN_SLOPE - 1) < 0.15

print(f"given slope of ln N against 1/(kB T): {GIVEN_SLOPE:.3f} eV")
print(f"inferred diffusion barrier: {barrier:.3f} eV")
print(f"inferred diffusion barrier: {barrier / HARTREE:.5f} hartree")
print(f"Boltzmann constant: {KB:.6e} eV/K")
print(f"hop prefactor: {PREFACTOR:.1e} 1/s")
print(f"flux: {FLUX:.3f} monolayer/s")
print(f"coverage: {COVERAGE:.2f} monolayer")
print(f"capture number of an adatom: {SIGMA_ADATOM:.1f} (no unit)")
print(f"capture number of an island: {SIGMA_ISLAND:.1f} (no unit)")
print(f"random walk: D / hop rate = {walk_diffusion / hop_rate:.6f} (no unit)")
print("constant capture numbers; densities per site:")
for T, r, n, N, Nf in zip(TEMPERATURES, ratios, adatoms, islands, formula):
    print(f"T = {T:.0f} K: D/F = {r:.3e}, n = {n:.3e}, "
          f"N = {N:.4e}, closed form N = {Nf:.4e}")
worst = np.max(np.abs(islands / formula - 1))
print(f"largest deviation of closed form N: {100 * worst:.2f} percent")
print(f"fitted slope, full rate equations: {fitted_slope:.4f} eV")
print(f"three times fitted slope: {3 * fitted_slope:.4f} eV")
print(f"ideal slope of log10 N against 1/T: {expected_decadic:.1f} K")
print(f"fitted slope of log10 N against 1/T: {decadic_slope:.1f} K")
print(f"N at 400 K and ten times the flux: {high_flux_islands:.4e} per site")
print(f"flux exponent at 400 K: {flux_exponent:.4f} (no unit)")
print(f"exponent for D/F from 1e10 to 1e12: {limit_exponent:.5f} (no unit)")
print("self-consistent capture numbers; densities per site:")
for T, N in zip(TEMPERATURES, islands_sc):
    print(f"T = {T:.0f} K: N = {N:.4e}")
print(f"fitted slope, self-consistent capture: {slope_sc:.4f} eV")
print(f"three times that slope: {3 * slope_sc:.4f} eV")
print("every check passed")
```

Running it gives:

```
given slope of ln N against 1/(kB T): 0.200 eV
inferred diffusion barrier: 0.600 eV
inferred diffusion barrier: 0.02205 hartree
Boltzmann constant: 8.617333e-05 eV/K
hop prefactor: 1.0e+13 1/s
flux: 0.010 monolayer/s
coverage: 0.10 monolayer
capture number of an adatom: 3.0 (no unit)
capture number of an island: 7.0 (no unit)
random walk: D / hop rate = 1.000000 (no unit)
constant capture numbers; densities per site:
T = 350 K: D/F = 2.293e+06, n = 3.149e-05, N = 1.9520e-03, closed form N = 2.0009e-03
T = 375 K: D/F = 8.637e+06, n = 1.296e-05, N = 1.2654e-03, closed form N = 1.2860e-03
T = 400 K: D/F = 2.756e+07, n = 5.964e-06, N = 8.6386e-04, closed form N = 8.7345e-04
T = 425 K: D/F = 7.674e+07, n = 3.010e-06, N = 6.1600e-04, closed form N = 6.2088e-04
T = 450 K: D/F = 1.907e+08, n = 1.639e-06, N = 4.5572e-04, closed form N = 4.5841e-04
largest deviation of closed form N: 2.44 percent
fitted slope, full rate equations: 0.1975 eV
three times fitted slope: 0.5924 eV
ideal slope of log10 N against 1/T: 1008.0 K
fitted slope of log10 N against 1/T: 995.2 K
N at 400 K and ten times the flux: 1.8384e-03 per site
flux exponent at 400 K: 0.3280 (no unit)
exponent for D/F from 1e10 to 1e12: 0.33306 (no unit)
self-consistent capture numbers; densities per site:
T = 350 K: N = 2.8366e-03
T = 375 K: N = 1.8198e-03
T = 400 K: N = 1.2281e-03
T = 425 K: N = 8.6582e-04
T = 450 K: N = 6.3372e-04
fitted slope, self-consistent capture: 0.2035 eV
three times that slope: 0.6104 eV
every check passed
```
